\section*{Benchmark errors and method rankings against an imperfect reference, part 1}

(Sections cited here and not found follow in the later parts.)

\section*{Problem: benchmark errors measured against an imperfect reference}

A benchmark set has $N$ items, labelled $i=1,\dots,N$. Each item is an energy, for example a binding energy or a reaction energy. Three numbers belong to item $i$: the target value $t_i$, which is the quantity one wants, the value $m_i$ given by the method under test, and the reference value $\rho_i$, which comes from a measurement or from a more expensive calculation and stands in for the unknown $t_i$. The method error, the reference error and the apparent error are
\begin{equation}
e_i = m_i - t_i, \qquad r_i = \rho_i - t_i, \qquad d_i = m_i - \rho_i .
\label{eq:defs}
\end{equation}
Only $d_i$ is known to whoever runs the benchmark. Angle brackets denote an average. For a fixed list of items, $\langle f\rangle = N^{-1}\sum_i f_i$. For a large population of items from which one is drawn at random, $\langle f\rangle$ is the expectation over the joint probability density $p(e,r)$. Both averages are linear, satisfy $\langle 1\rangle = 1$, and are non-negative for non-negative $f$. All second moments are assumed finite. The mean squares and their roots are
\begin{align}
\mathrm{MSE} &= \langle e^2\rangle, & R^2 &= \langle r^2\rangle, & \mathrm{MSD} &= \langle d^2\rangle, \nonumber\\
\mathrm{RMSE} &= \sqrt{\mathrm{MSE}}, & R &= \sqrt{R^2}, & \mathrm{RMSD} &= \sqrt{\mathrm{MSD}} .
\end{align}
For any quantity $x$, the bias is $b_x=\langle x\rangle$ and the variance is $\sigma_x^2=\langle (x-b_x)^2\rangle$, with division by $N$ for a fixed list. The correlation coefficient of $e$ and $r$ is $\kappa = \langle (e-b_e)(r-b_r)\rangle/(\sigma_e\sigma_r)$.

Several parts use a model with round parameters: method A has $b_A=-2$ and $\sigma_A=1$, method B has $b_B=+1$ and $\sigma_B=1.5$, and the reference has $\sigma_r=1$. Energies are in kcal/mol and mean squares in (kcal/mol)$^2$ throughout. The numerical check carries out the numerical checks that are mentioned and produces the numbers that are quoted.

\subsection*{(a) The apparent error in terms of the two true errors}

Express MSD through MSE, $R^2$ and one further average, with no statistical assumption. For given RMSE and $R$, find the interval in which RMSD must lie and state when its ends are reached.

\paragraph{Solution.} Subtracting and adding $t_i$ in the last of the definitions \eqref{eq:defs} gives
\begin{equation}
d_i = (m_i - t_i) - (\rho_i - t_i) = e_i - r_i .
\end{equation}
Squaring gives $d^2 = e^2 - 2er + r^2$, and the average is linear, so
\begin{equation}
\mathrm{MSD} = \mathrm{MSE} + R^2 - 2\langle er\rangle .
\label{eq:identity}
\end{equation}
This is an identity, valid for any list of numbers and any joint density. The cross term carries a minus sign because the reference value is subtracted: errors of the same sign in method and reference cancel in $d$.

The cross term is bounded by the Cauchy--Schwarz inequality, which follows from the non-negativity of the average of a square. For $R>0$ and any real $\lambda$,
\begin{equation}
0\le \langle (e-\lambda r)^2\rangle = \mathrm{MSE} - 2\lambda\langle er\rangle + \lambda^2R^2 .
\end{equation}
Choosing $\lambda = \langle er\rangle/R^2$ turns the right side into $\mathrm{MSE} - 2\langle er\rangle^2/R^2 + \langle er\rangle^2/R^2 = \mathrm{MSE} - \langle er\rangle^2/R^2$. Multiplying by $R^2$ and taking the root gives $|\langle er\rangle|\le \mathrm{RMSE}\cdot R$. Equality requires $\langle(e-\lambda r)^2\rangle=0$, that is $e=\lambda r$ on every item. Inserting the two extreme values $\langle er\rangle=\pm\,\mathrm{RMSE}\cdot R$ into \eqref{eq:identity} gives $(\mathrm{RMSE}-R)^2\le\mathrm{MSD}\le(\mathrm{RMSE}+R)^2$, and therefore
\begin{equation}
|\mathrm{RMSE}-R| \;\le\; \mathrm{RMSD}\;\le\; \mathrm{RMSE}+R .
\label{eq:triangle}
\end{equation}
The lower end is reached when $e=\lambda r$ with $\lambda\ge0$, the upper end when $e=\lambda r$ with $\lambda\le0$. For $R=0$ the reference is exact and $\mathrm{RMSD}=\mathrm{RMSE}$.

For a fixed list, \eqref{eq:identity} is the law of cosines. The errors are vectors $\mathbf e$ and $\mathbf r$ in $N$ dimensions with scalar product $\langle er\rangle$, RMSE is the distance of the method from the target, $R$ is the distance of the reference from the target, and RMSD is the distance between method and reference. The cosine of the angle between the error vectors is $\cos\theta=\langle er\rangle/(\mathrm{RMSE}\cdot R)$. The argument above applied to $e=d+r$, for which $\mathrm{MSE}=\mathrm{MSD}+R^2+2\langle dr\rangle$ and $|\langle dr\rangle|\le\mathrm{RMSD}\cdot R$, gives $|\mathrm{RMSD}-R|\le\mathrm{RMSE}\le\mathrm{RMSD}+R$. The ends are reached when $d$ is a multiple of $r$, so this interval is all that can be said about the true error from RMSD and $R$ when the angle between $\mathbf d$ and $\mathbf r$ is unknown. In particular, an apparent error below $R$ implies $\mathrm{RMSE}\ge R-\mathrm{RMSD}$.

\subsection*{(b) Independence and addition in quadrature}

Write MSD in terms of $b_e$, $b_r$, $\sigma_e$, $\sigma_r$ and $\kappa$. Then let $r$ be statistically independent of $e$. Which measure of the apparent error adds in quadrature with no further condition, and which needs one?

\paragraph{Solution.} Split each error into its mean and a fluctuation, $e=b_e+\epsilon$ and $r=b_r+\eta$, with $\langle\epsilon\rangle=\langle\eta\rangle=0$ by the definition of the mean. Terms linear in one fluctuation average to zero, so
\begin{align}
\mathrm{MSE} &= b_e^2 + 2b_e\langle\epsilon\rangle + \langle\epsilon^2\rangle = b_e^2+\sigma_e^2, \label{eq:mse}\\
R^2 &= b_r^2 + 2b_r\langle\eta\rangle + \langle\eta^2\rangle = b_r^2+\sigma_r^2, \label{eq:r2}\\
\langle er\rangle &= b_eb_r + b_e\langle\eta\rangle + b_r\langle\epsilon\rangle + \langle\epsilon\eta\rangle = b_eb_r+\kappa\sigma_e\sigma_r. \label{eq:er}
\end{align}
Inserting these into \eqref{eq:identity} and collecting $b_e^2+b_r^2-2b_eb_r$ into a square gives
\begin{equation}
\mathrm{MSD} = (b_e-b_r)^2 + \sigma_e^2+\sigma_r^2 - 2\kappa\sigma_e\sigma_r .
\label{eq:split}
\end{equation}
The apparent bias is $b_d=\langle e-r\rangle=b_e-b_r$, and $\mathrm{MSD}=b_d^2+\sigma_d^2$ by the same step as in \eqref{eq:mse}. Comparison with \eqref{eq:split} identifies
\begin{equation}
\sigma_d^2=\sigma_e^2+\sigma_r^2-2\kappa\sigma_e\sigma_r .
\label{eq:sd}
\end{equation}

Independence is a statement about the population average: the joint density factorises, $p(e,r)=p_e(e)\,p_r(r)$. The double integral for the covariance then separates,
\begin{equation}
\langle\epsilon\eta\rangle=\int de\,p_e(e)\,(e-b_e)\int dr\,p_r(r)\,(r-b_r)=0\cdot0=0,
\end{equation}
so $\kappa=0$. The variance adds in quadrature,
\begin{equation}
\sigma_d^2=\sigma_e^2+\sigma_r^2,
\label{eq:varquad}
\end{equation}
whatever the biases and whatever the shapes of the two densities. The mean square does not, because \eqref{eq:er} keeps the product of the biases:
\begin{equation}
\mathrm{MSD}=\mathrm{MSE}+R^2-2b_eb_r \qquad (\kappa=0).
\label{eq:indep}
\end{equation}
If in addition the reference is unbiased, $b_r=0$, then $R^2=\sigma_r^2$ and
\begin{equation}
\mathrm{MSD}=\mathrm{MSE}+\sigma_r^2,\qquad \mathrm{RMSD}=\sqrt{\mathrm{RMSE}^2+\sigma_r^2}.
\label{eq:quad}
\end{equation}
This is the quadrature rule, and its conditions need care. By \eqref{eq:identity}, the necessary and sufficient condition for $\mathrm{MSD}=\mathrm{MSE}+R^2$ is $\langle er\rangle=0$. Independence together with $b_r=0$ is sufficient for every method at once. Independence alone is not sufficient, since \eqref{eq:indep} fails to be a quadrature sum when both biases are non-zero. Independence is also more than is needed: $\kappa=0$ with $b_eb_r=0$ is enough. No Gaussian assumption enters.

A non-Gaussian case shows both sides. Let $e$ be exponential with mean $\mu$, so that $\langle e\rangle=\mu$, $\langle e^2\rangle=\int_0^\infty x^2e^{-x/\mu}dx/\mu=2\mu^2$ and $\sigma_e^2=\mu^2$. Let $r$ be independent and uniform on $[a,a+w]$, so that $b_r=a+w/2$ and $\sigma_r^2=\int_{-w/2}^{w/2}u^2du/w=w^2/12$. Equation \eqref{eq:split} gives $\mathrm{MSD}=(\mu-a-w/2)^2+\mu^2+w^2/12$. For $a=-w/2$ this is $2\mu^2+w^2/12=\mathrm{MSE}+\sigma_r^2$. For $a=0$ it is $2\mu^2-\mu w+w^2/4+w^2/12=2\mu^2+w^2/3-\mu w$, which lies below the quadrature sum $\mathrm{MSE}+R^2=2\mu^2+w^2/3$ by $\mu w=2b_eb_r$. The program integrates $(e-r)^2$ symbolically over this joint density and asserts the variance sum, the general formula, the quadrature sum at $a=-w/2$ and its failure at $a=0$. It also asserts \eqref{eq:split} against numerical integration over a joint normal density in two cases with $\kappa\neq0$ and $b_r\ne0$.

\subsection*{(c) Two methods and an unbiased independent reference}

Methods A and B are both compared with a reference whose error is unbiased and independent of $e_A$ and of $e_B$. Determine what happens to the order of the methods and to the ratio of their errors, and how the true RMSE is recovered. Evaluate for the model.

\paragraph{Solution.} Equation \eqref{eq:quad} holds for each method with the same $\sigma_r^2$, which cancels in the difference:
\begin{equation}
\mathrm{MSD}_A-\mathrm{MSD}_B=\mathrm{MSE}_A-\mathrm{MSE}_B\equiv\Delta .
\label{eq:order}
\end{equation}
The square root is increasing, so the order by RMSD equals the order by RMSE at the level of population averages. For the ratio, write $x=\mathrm{MSE}_A$, $y=\mathrm{MSE}_B$, $c=\sigma_r^2>0$ and take $x>y>0$. Two subtractions over a common denominator locate the apparent ratio:
\begin{align}
\frac{x+c}{y+c}-1&=\frac{x-y}{y+c}>0,\\
\frac{x}{y}-\frac{x+c}{y+c}&=\frac{x(y+c)-y(x+c)}{y(y+c)}=\frac{c\,(x-y)}{y(y+c)}>0 .
\end{align}
The apparent ratio lies strictly between 1 and the true ratio, and the first line shows that it tends to 1 as $c\to\infty$. Such a reference makes good and poor methods look more alike than they are. An exact method, with $\mathrm{MSE}=0$, shows $\mathrm{RMSD}=\sigma_r$, which is the floor of the benchmark under these assumptions. In the opposite limit $\sigma_r\ll\mathrm{RMSE}$, expanding the root to first order gives $\mathrm{RMSD}\approx\mathrm{RMSE}\,[1+\sigma_r^2/(2\,\mathrm{MSE})]$, so the inflation relative to RMSE is of second order in $\sigma_r/\mathrm{RMSE}$. If $\sigma_r$ is known, solving \eqref{eq:quad} gives
\begin{equation}
\mathrm{RMSE}=\sqrt{\mathrm{MSD}-\sigma_r^2}.
\label{eq:correct}
\end{equation}

In the model, \eqref{eq:mse} gives $\mathrm{MSE}_A=(-2)^2+1^2=5.000$ and $\mathrm{MSE}_B=1^2+1.5^2=3.250$, so $\mathrm{RMSE}_A=2.236$ and $\mathrm{RMSE}_B=1.803$ kcal/mol, with ratio $1.240$. Method B is the better one in the mean-square sense. With $\sigma_r^2=1$ the apparent values are $\mathrm{MSD}_A=5+1=6.000$ and $\mathrm{MSD}_B=3.25+1=4.250$, so $\mathrm{RMSD}_A=2.449$ and $\mathrm{RMSD}_B=2.062$ kcal/mol, with ratio $1.188$. The difference $6.000-4.250=1.750$ equals $\Delta=5.000-3.250$. The program obtains both MSD values by integration over the joint density and asserts the quadrature sums and the position of the ratio.

\subsection*{(d) A finite set and one realisation of the reference error}

Now hold the method errors $e_i$ fixed on a list of $N$ items, and let the $r_i$ be random: mutually independent and Gaussian, with mean zero and variance $\sigma_r^2$. Let $\mathbb E$ denote the expectation over the $r_i$, while $\langle\cdot\rangle$ remains the mean over items. Find the mean and variance of MSD, the probability that two methods appear in the wrong order, and the relation of $\mathbb E[\mathrm{RMSD}]$ to the quadrature value. Evaluate for $N=12$ with $e_{A,i}=b_A+\sigma_Au_i$ and $e_{B,i}=b_B+\sigma_Bv_i$, where $u$ repeats the pattern $(+1,-1)$ and $v$ repeats $(+1,+1,-1,-1)$. What changes if the $r_i$ are correlated with each other?

\paragraph{Solution.} For one item $d_i^2=e_i^2-2e_ir_i+r_i^2$ with $e_i$ a constant. Since $\mathbb E\,r_i=0$ and $\mathbb E\,r_i^2=\sigma_r^2$, one has $\mathbb E\,d_i^2=e_i^2+\sigma_r^2$, and the mean over items gives
\begin{equation}
\mathbb E[\mathrm{MSD}]=\mathrm{MSE}+\sigma_r^2 .
\label{eq:meanmsd}
\end{equation}
This step uses neither the Gaussian form nor independence between items; if the variances differ, $\sigma_r^2$ is replaced by their mean over items. The quadrature rule is thus a statement about an expectation. A real benchmark has one realisation of the $r_i$, for which $\langle er\rangle$ is not zero.

The variance needs the third and fourth moments of a Gaussian. The density $p(r)\propto\exp(-r^2/2\sigma_r^2)$ is even, so $\mathbb E\,r^3=0$. It satisfies $r\,p(r)=-\sigma_r^2\,p'(r)$, and integration by parts, with vanishing boundary terms, gives
\begin{equation}
\mathbb E\,r^4=-\sigma_r^2\int r^3p'(r)\,dr=3\sigma_r^2\int r^2p(r)\,dr=3\sigma_r^4 .
\end{equation}
The fluctuation of $d_i^2$ about its mean is $-2e_ir_i+(r_i^2-\sigma_r^2)$, and its mean square is
\begin{align}
\operatorname{Var}d_i^2&=4e_i^2\,\mathbb E\,r_i^2-4e_i\,\mathbb E\,[r_i^3-\sigma_r^2r_i]+\mathbb E\,[r_i^4-2\sigma_r^2r_i^2+\sigma_r^4]\nonumber\\
&=4e_i^2\sigma_r^2-0+(3-2+1)\sigma_r^4=4e_i^2\sigma_r^2+2\sigma_r^4 .
\end{align}
The $d_i^2$ of different items are independent, so their variances add by the argument that led to \eqref{eq:varquad}, and the factor $1/N$ in the mean enters squared:
\begin{equation}
\operatorname{Var}\mathrm{MSD}=\frac1{N^2}\sum_i\left(4e_i^2\sigma_r^2+2\sigma_r^4\right)=\frac{4\sigma_r^2\,\mathrm{MSE}+2\sigma_r^4}{N}.
\label{eq:varmsd}
\end{equation}

Both methods are compared with the same reference values, so the $r_i^2$ terms cancel in the difference for every realisation. With $\delta_i=e_{A,i}-e_{B,i}$,
\begin{equation}
\mathrm{MSD}_A-\mathrm{MSD}_B=\Delta-\frac2N\sum_i\delta_ir_i .
\label{eq:diff}
\end{equation}
A linear combination of independent Gaussians is Gaussian. The characteristic function of $r_i$ is $\mathbb E\,e^{ikr_i}=e^{-k^2\sigma_r^2/2}$, that of $\sum_ic_ir_i$ is the product $\prod_ie^{-k^2c_i^2\sigma_r^2/2}=e^{-k^2\sigma_r^2\sum_ic_i^2/2}$, and this is the characteristic function of a zero-mean Gaussian with variance $\sigma_r^2\sum_ic_i^2$. With $c_i=-2\delta_i/N$, the difference \eqref{eq:diff} has mean $\Delta$ and variance
\begin{equation}
s^2=\frac{4\sigma_r^2}{N^2}\sum_i\delta_i^2=\frac{4\sigma_r^2\langle\delta^2\rangle}{N},\qquad s=\frac{2\sigma_r\sqrt{\langle\delta^2\rangle}}{\sqrt N}.
\label{eq:s}
\end{equation}
Write the difference as $\Delta+sz$ with $z$ standard normal, and let $\Phi(x)=\int_{-\infty}^x\phi(z)\,dz$ with $\phi(z)=e^{-z^2/2}/\sqrt{2\pi}$. For $\Delta>0$ the order is wrong when $z<-\Delta/s$; for $\Delta<0$ it is wrong when $z>|\Delta|/s$, which has the same probability because $\phi$ is even. Hence
\begin{equation}
P_{\rm swap}=\Phi\!\left(-\frac{|\Delta|}{s}\right).
\label{eq:pswap}
\end{equation}
At fixed $\Delta\neq0$ and fixed $\langle\delta^2\rangle$, $s$ falls as $N^{-1/2}$ and $P_{\rm swap}\to0$. The spread $s$ depends on how much the two methods differ item by item, so two methods with similar errors on each item are ordered more reliably than two methods with the same $\Delta$ and opposite errors.

For fixed method errors and independent Gaussian reference errors, we now have the mean and variance of MSD and the probability that two methods appear in the wrong order. Part (d) still has to treat RMSD itself, the example with $N=12$ and correlated reference errors, before we turn to mean absolute errors, methods that share the error of the reference, and a test on H$_2$.
